# When Freezing the Substrate Gives Useful Adsorbate Stretch Frequencies

## The question at the surface

During deposition or etching, a silicon surface may carry hydrogen, chlorine or hydroxyl groups, and their stretch frequencies help to identify them. A calculation obtains such frequencies from the Hessian, the matrix of second derivatives of the energy. If it is built from central differences of forces, each atom needs six force calculations: two displacements along each of three directions. A slab of 512 atoms with one hydrogen needs 3078; the hydrogen alone needs 6.

The saving comes from holding the substrate nuclei fixed in the Hessian. The geometry has been relaxed beforehand, and the electrons still respond to each displacement. What is lost is the recoil of the substrate.

For a free two-mass oscillator this costs a fraction of about $m/(2M)$, with $m$ the adsorbate mass and $M$ the substrate mass. A surface atom is not free, however. The estimate carries over to a solid if the stretch lies well above the substrate vibrations, if $m\ll M$, and if the adsorbate is held by one bond to one atom of mass $M$ that carries no second adsorbate of similar frequency.

Forces are taken as harmonic and motion is along the bond, until other cases are named. Errors are (frozen − true)/true, where "true" means the same harmonic model with all atoms moving. The bond spring $k$ is the same on both sides of each comparison.

## First contribution: recoil of a free partner

Let $x$ and $u$ be the displacements of adsorbate and partner. Then

$$m\ddot x=-k(x-u),\qquad M\ddot u=k(x-u).$$

Dividing by the masses and subtracting gives

$$\ddot x-\ddot u=-k\left(\frac1m+\frac1M\right)(x-u).$$

The true and frozen frequencies are therefore

$$\omega^2=k\left(\frac1m+\frac1M\right),\qquad \omega_f^2=\frac km .$$

Their ratio is $\omega^2/\omega_f^2=1+m/M$, so the error is

$$\frac{\omega_f-\omega}{\omega}=\left(1+\frac mM\right)^{-1/2}-1=-\frac{m}{2M}+\frac38\left(\frac mM\right)^2-\dots$$

The frozen frequency is too low: a partner that can recoil reduces the effective mass of the vibration.

For hydrogen on silicon I take a rough spring of 260 N/m. With $m=1.008$ u and $M=28.085$ u, $m/M=0.0359$, and

$$\tilde\nu_f=\frac{1}{2\pi c}\sqrt{\frac km}=2092.3\ \text{cm}^{-1},$$

$$\tilde\nu_{\rm pair}=2092.3\sqrt{1.0359}=2129.6\ \text{cm}^{-1}.$$

The leading estimate of the error is 1.79 % in size; the full free-pair value is −1.75 %. The decimals serve to compare models; the rough spring does not predict a real line to that accuracy.

## Second contribution: the lattice behind the partner

Now let the partner, labelled 0, belong to a solid with masses $M_i$ and force constants $\Phi_{ij}$, where $M_0=M$. The adsorbate touches the solid through the one spring $k$, which exerts the force $F=k(x-u_0)$ on atom 0. At frequency $\omega$,

$$\sum_j\Phi_{ij}u_j-M_i\omega^2u_i=F\,\delta_{i0}.$$

Set $q_i=\sqrt{M_i}\,u_i$ and $D_{ij}=\Phi_{ij}/\sqrt{M_iM_j}$, and divide by $\sqrt{M_i}$:

$$\sum_j D_{ij}q_j-\omega^2q_i=\frac{F}{\sqrt M}\delta_{i0}.$$

Let $D$ have orthonormal eigenvectors $e^{(j)}$ and eigenvalues $\omega_j^2$. These are the substrate modes with the adsorbate bond removed. Expanding $q$ in them gives $u_0=\chi F$ with

$$\chi(\omega)=\frac1M\sum_j\frac{w_j}{\omega_j^2-\omega^2},\qquad w_j=\left(e^{(j)}_0\right)^2,\qquad \sum_jw_j=1.$$

The adsorbate obeys $m\omega^2x=k(x-u_0)=F$. Also $x=F/k+u_0=F(1/k+\chi)$. Inserting this $x$ and cancelling $F\neq0$ yields

$$m\omega^2\left(\frac1k+\chi(\omega)\right)=1 .$$

Since $m\omega^2/k=\omega^2/\omega_f^2$, moving the response term to the right gives

$$\boxed{\frac{\omega^2}{\omega_f^2}=1+\frac mM S(\omega),\qquad S=\sum_jw_j\frac{\omega^2}{\omega^2-\omega_j^2}}$$

The free pair is the case $S=1$. Everything the lattice adds is contained in $S-1$.

### Why a fast stretch ignores the lattice

Let $\Omega$ be the highest $\omega_j$. For $\omega>\Omega$ each fraction in $S$ lies between 1 and $1/(1-\Omega^2/\omega^2)$, and the weights sum to one. Hence

$$1\le S\le\frac{1}{1-\Omega^2/\omega^2}.$$

Expanding in $\omega_j^2/\omega^2$ gives

$$S=1+\frac{1}{\omega^2}\sum_jw_j\omega_j^2+\dots=1+\frac{K}{M\omega^2}+\dots,$$

because $\sum_jw_j\omega_j^2=D_{00}=K/M$. Here $K=\Phi_{00}$ is the restoring force per unit displacement of atom 0 when all other substrate atoms are held and the adsorbate bond is absent.

The physical reason is timing. When the force reverses much faster than the lattice can answer, the partner's acceleration is set by $F/M$, and the springs behind it add a small correction. Inertia controls the recoil, which is why $M$ appears in the error.

### Size of the lattice correction

As a model substrate I take a cubic slab of 512 silicon masses, with one displacement coordinate per atom and equal springs $\kappa$ between neighbours. It is periodic sideways, tied to a rigid floor, and carries one adsorbate on 64 surface sites. In the infinite cubic lattice a wave has

$$\omega^2=\frac{2\kappa}{M}\sum_{\alpha=1}^3(1-\cos\theta_\alpha),$$

where $\theta_\alpha$ is the phase step along each axis. The maximum is $12\kappa/M$. Placing it at a rough 520 cm⁻¹ requires $\kappa=37.3$ N/m. A surface atom has five neighbours, so $K=5\kappa$ and

$$\frac{K}{M\omega^2}=\frac5{12}\left(\frac{520}{2130.5}\right)^2=0.0248.$$

Full diagonalization gives $S=1.0256$, close to the first-order value 1.0248. The stretch is 2130.5 cm⁻¹ (264.1 meV), only 0.9 cm⁻¹ above the free pair. The frozen result is 38.2 cm⁻¹ too low, an error of −1.79 %. Its near equality with $-m/(2M)$ is partly a cancellation: the lattice correction and the second-order mass term have opposite signs and similar sizes.

The bounds show how little this depends on the cubic lattice. Write $X=\omega^2$ and $r=m/M$. The upper bound on $S$ gives $X/\omega_f^2-1\le rX/(X-\Omega^2)$. Multiplication by the positive quantity $\omega_f^2(X-\Omega^2)$ gives

$$X^2-\left[\omega_f^2(1+r)+\Omega^2\right]X+\omega_f^2\Omega^2\le0,$$

so $X$ cannot exceed the larger root. For hydrogen the stretch must lie between 2129.6 and 2131.9 cm⁻¹ for any harmonic substrate with the same partner mass, the same single bond and no mode above 520 cm⁻¹.

## Third contribution: slow and resonant motion

A small mass ratio alone does not fix the error at $m/(2M)$. Two other cases show this.

**Slow adsorbate.** If $\omega$ lies far below all substrate modes, $\chi$ tends to the static compliance

$$C=\frac1M\sum_j\frac{w_j}{\omega_j^2}.$$

The mode condition becomes $m\omega^2(1/k+C)=1$, hence

$$\omega^2\simeq\frac{\omega_f^2}{1+kC},\qquad \frac{\omega_f-\omega}{\omega}\simeq\sqrt{1+kC}-1\simeq\frac{kC}{2},$$

the last form for $kC\ll1$. The error is now positive: the partner yields in step with the adsorbate, which softens the connection. In the slab, a hydrogen mass on a very weak spring with $\tilde\nu_f=2.77$ cm⁻¹ has an error of +2.41 parts per million, as the static formula predicts. The lowest mode of this slab lies above zero because of its finite thickness and its rigid floor. An infinite crystal has acoustic modes down to zero frequency, so there this limit needs a separate treatment of energy loss into the solid.

**Resonance.** Let one substrate atom be anchored by a spring $K$. The mass-weighted matrix for adsorbate and partner is

$$\begin{pmatrix}k/m&-k/\sqrt{mM}\\-k/\sqrt{mM}&(K+k)/M\end{pmatrix}.$$

Choose $K$ so that both diagonal entries equal $\omega_f^2=k/m$. The off-diagonal entry has size $k/\sqrt{mM}=\omega_f^2\sqrt{m/M}$, so

$$\omega_\pm^2=\omega_f^2\left(1\pm\sqrt{\frac mM}\right),\qquad \frac{\omega_\pm}{\omega_f}\simeq1\pm\frac12\sqrt{\frac mM}.$$

With the H/Si masses the two modes lie at $0.900\,\omega_f$ and $1.091\,\omega_f$. Half their separation is 9.5 % of $\omega_f$, against 1.8 % from $m/(2M)$. The mass ratio is unchanged; the frequency match makes the coupling act at first order. This is a test of the mechanism, since the real Si–H stretch is far above the silicon phonons.

## Fourth contribution: which mass, and how many bonds

**Hydroxyl.** On an oxide of a heavy metal, the hydrogen of an OH group is held by oxygen, so $M=15.999$ u whatever metal lies below. With a rough spring of 780 N/m, freezing the oxygen gives 3624 cm⁻¹, while the free O–H pair gives 3736 cm⁻¹. The error is −3.0 %, or about −112 cm⁻¹. Oxygen should therefore move with the hydrogen if an error of this size matters.

**Hollow site.** Let $n$ equal bonds join the adsorbate to $n$ separate, otherwise free substrate atoms. Each bond makes an angle $\theta$ with the surface normal. In the symmetric stretch the adsorbate moves by $z$ along the normal and each substrate atom by $u$ along its bond. Every bond stretches by $s=z\cos\theta-u$, and

$$m\ddot z=-nk\cos\theta\,s,\qquad M\ddot u=ks.$$

Multiplying the first equation by $\cos\theta/m$, the second by $1/M$, and subtracting gives

$$\ddot s=-\left(\frac{nk\cos^2\theta}{m}+\frac kM\right)s.$$

The frozen value is $\omega_f^2=nk\cos^2\theta/m$, so

$$\frac{\omega^2}{\omega_f^2}=1+\frac{m}{M\,n\cos^2\theta},\qquad \left|\frac{\omega_f-\omega}{\omega}\right|\simeq\frac{m}{2M\,n\cos^2\theta}.$$

Steep bonds share the recoil and reduce the error. Flat bonds increase it, because each atom is pushed along its bond while only the vertical part of the force helps the adsorbate. For $n=3$ and $\cos\theta=0.5$, $n\cos^2\theta=0.75$. With H/Si masses, diagonalizing a Cartesian Hessian built from finite differences gives −2.31 %, in agreement with the formula before expansion.

**Two adsorbates on one atom.** Let two equal bonds with stretches $s_1,s_2$ and an angle $\gamma$ between them share one otherwise free partner, as in an SiH₂ group. The partner's recoil along bond 1 is driven by both bonds, so

$$\ddot s_1=-\frac km s_1-\frac kM\left(s_1+s_2\cos\gamma\right),$$

and likewise for $s_2$. The combinations $s_1\pm s_2$ give $\omega^2/\omega_f^2=1+(m/M)(1\pm\cos\gamma)$. For $\cos\gamma=-1/3$ and H/Si masses the frozen errors are −1.2 % for the symmetric and −2.3 % for the antisymmetric stretch, so freezing also distorts their splitting.

## Chlorine: when the contributions are no longer small

Chlorine on silicon has $m/M=35.45/28.085=1.262$. The estimate $m/(2M)$ is 63 %, too large for a first-order expansion. With a rough spring of 250 N/m the frozen frequency is 346 cm⁻¹, inside the phonon band.

Free recoil raises it to $346\sqrt{2.262}=520$ cm⁻¹, at the band top. The lattice raises it further: the highest mode of the slab is at 594 cm⁻¹. From the boxed equation,

$$S=\frac{(594.1/346.0)^2-1}{1.262}=1.54,$$

compared with 1.026 for hydrogen. The frozen error is −42 %.

The very idea of a single chlorine stretch is also weakened. Above $\Omega$, $\omega^2/\omega_f^2$ rises with $\omega$ while $S$ falls, so the mode condition can have only one solution there. That mode carries 24 % of the chlorine's mass-weighted motion; the other 76 % belongs to modes at or below the band top. For hydrogen the highest mode carries 96 %. Mass alone explains part of this contrast: in a free pair the stretch carries the share $M/(m+M)$ of the adsorbate's mass-weighted motion, which is 44 % for chlorine and 97 % for hydrogen.

## Removing the error

For one bond and a fast stretch, multiplying the frozen frequency by $\sqrt{1+m/M}$ restores the free recoil. In the single-spring model this reduces the hydrogen error from 38 to 1 cm⁻¹ at no cost. In a real Hessian the hydrogen also couples to further atoms, and its coupling to the partner along the bond need not equal its diagonal element; a coupling smaller by several per cent makes the factor overshoot by a few cm⁻¹.

A more general cure is to let the bonding atom move and freeze the rest. The substrate then has one mode, with squared frequency $K/M$, and

$$S_1=\frac{1}{1-K/(M\omega^2)}=1+\frac{K}{M\omega^2}+\left(\frac{K}{M\omega^2}\right)^2+\dots$$

The full $S$ has the same first two terms. Its third is $\sum_jw_j\omega_j^4/\omega^4$, so the leading difference is

$$S-S_1\simeq\frac{1}{\omega^4}\left[\sum_jw_j\omega_j^4-\left(\sum_jw_j\omega_j^2\right)^2\right]=\frac{V}{\omega^4},$$

where $V$ is the weighted variance of $\omega_j^2$. A small change $\delta(\omega^2)$ changes $\omega$ by the fraction $\delta(\omega^2)/(2\omega^2)$. For $m\ll M$ the remaining error therefore has size $(m/2M)\,V/\omega^4$.

In the cubic slab $\sum_jw_j\omega_j^4=(D^2)_{00}=(25+5)\kappa^2/M^2$: 25 from the diagonal entry, 5 from the neighbours. Thus $V=5\kappa^2/M^2$, and the formula predicts 0.0047 cm⁻¹ for hydrogen. Diagonalization gives 0.0049 cm⁻¹. The cost is 12 force calculations instead of 6.

For chlorine the same choice gives 587 cm⁻¹ against 594 cm⁻¹. The error falls from 42 % to about 1 %, although chlorine's motion in the band is still not described.

## Weighing freezing against other errors

Whether the frozen result is good enough depends also on the other errors of a harmonic calculation.

**Force constant.** Since $\omega\propto\sqrt k$, the frozen hydrogen frequency equals that of a fully moving slab whose $k$ is too small by about $1-(2092.3/2130.5)^2=3.6$ %. If the electronic-structure method misses $k$ by more than this, freezing is not the largest error.

**Anharmonicity.** A Morse bond of well depth $D_e$ has levels

$$E_v=\hbar\omega\left(v+\tfrac12\right)-\frac{(\hbar\omega)^2}{4D_e}\left(v+\tfrac12\right)^2.$$

The difference of the squares for $v=1$ and $v=0$ is $9/4-1/4=2$, so the first transition is lowered by $(\hbar\omega)^2/(2D_e)$. For a rough depth of 3.3 eV, a numerical solution of the Morse problem confirms this lowering and gives 85 cm⁻¹. The value scales as $1/D_e$, and a Morse curve with the dissociation energy as its depth tends to overstate it: for a real Si–H bond a lowering nearer 65 cm⁻¹ is to be expected.

**Neighbouring dipoles.** Let each adsorbate carry an effective charge $q$, so that its dipole changes by $qx$. In a full layer of upright bonds moving in phase, all dipoles are perpendicular to the layer, and the dipole energy per adsorbate is $\frac12q^2x^2\sum r^{-3}$ in Gaussian units. This adds $k_d=q^2\sum r^{-3}$ to the spring. On a triangular layer of spacing $a$ the sum is $11.03/a^3$. With rough values $a=0.384$ nm and $q=0.2e$, the shift is +7 cm⁻¹. Screening by the substrate is left out.

| Effect for H on Si | Shift (cm⁻¹) |
|---|---:|
| Freezing the substrate | −38 |
| Anharmonicity | −85 |
| Dipole coupling, full layer | +7 |
| Lattice behind a free partner | +1 |

The first entry is an error made by the calculation; the others are physical shifts. A frozen harmonic result is too low through missing recoil and too high through missing anharmonicity, so the two errors partly cancel.

How far they cancel depends on the isotope. For deuterium the frozen and slab values are 1480 and 1535 cm⁻¹, an error of −55 cm⁻¹ or −3.6 %. The Morse lowering scales as $\omega^2$ and falls to about $85(1535/2130)^2=44$ cm⁻¹. Freezing is now the larger of the two, so the net error changes sign, from about +47 cm⁻¹ for hydrogen to about −11 cm⁻¹ for deuterium. These sizes depend on the rough depth: with a hydrogen lowering of 65 cm⁻¹ they become about +27 and −21 cm⁻¹, and the change of sign remains. The H/D frequency ratio also changes, from 1.388 in the slab to 1.414 when frozen.

The zero-point energy $\hbar\omega/2$ of the hydrogen stretch is too low by 2.4 meV. At 600 K the Boltzmann factor of its first excited level is 0.006, so the stretch stays mostly in its ground state. Thermal shifts caused by anharmonic coupling to slower modes are not included.

## The model beside real surfaces

Silicon–hydrogen stretches on real surfaces lie roughly near 2100 cm⁻¹, and silicon's phonons end near 520 cm⁻¹, so the hydrogen example is in the right regime. The assumption that moves the number most, among those sized here, is harmonicity: the Morse correction would take the model's 2130 cm⁻¹ to about 2045 cm⁻¹. The rough spring is therefore somewhat soft if read as a true harmonic constant. Real silicon also has directional bonds and three displacements per atom. Under the conditions of the bounds such details move the hydrogen stretch by at most about 2 cm⁻¹; direct forces between hydrogen and further atoms fall outside them. For chlorine no such protection exists, and 594 cm⁻¹ is a property of this cubic model, not a prediction for a chlorinated wafer. The numerical output lists the values used.

## Computed results

```
Masses H, D, Cl: 1.008, 2.014, 35.45 u
Masses O, Si, Ge: 15.999, 28.085, 72.63 u
Bond springs Si-H, Si-Cl, O-H: 260, 250, 780 N/m
Phonon band top: 520 cm^-1
Slab: 512 atoms, lattice spring 37.29 N/m
H/Si mass ratio m/M: 0.03589
H/Si estimate m/(2M): 1.795 %
H/Si free-pair error: -1.748 %
H frozen: 2092.34 cm^-1
H free pair (frozen times sqrt(1+m/M)): 2129.55 cm^-1
H full slab: 2130.50 cm^-1 = 264.15 meV
H upper bound for any such substrate: 2131.88 cm^-1
H frozen minus slab: -38.16 cm^-1
H frozen error against slab: -1.791 %
H zero-point error: -2.366 meV
H factor S: 1.02559
H first-moment estimate of S: 1.02482
H slab minus partner-free: 0.00490 cm^-1
H same from variance law: 0.00471 cm^-1
D frozen, slab: 1480.24, 1534.99 cm^-1
D frozen error: -3.567 %
H/D frequency ratio frozen, slab: 1.4135, 1.3880
Cl/Si estimate m/(2M): 63.1 %
Cl frozen, slab top mode: 346.0, 594.1 cm^-1
Cl frozen error: -41.8 %
Cl partner-free: 586.7 cm^-1
Share of adsorbate in top mode, H: 0.9636
Share of adsorbate in top mode, Cl: 0.2388
O-H with O frozen, O free: 3624.0, 3736.5 cm^-1
O-H frozen error: -3.01 %
H/Ge free-pair error: -0.687 %
Slow-mode test: frozen 2.770 cm^-1
Slow-mode error: +2.413 ppm
Slow-mode static law: +2.406 ppm
Resonance, H/Si masses, w/wf: 0.9003, 1.0906
Resonance half splitting: 9.52 %
Hollow site n, cos(theta), n cos^2: 3, 0.5, 0.75
Hollow-site frozen error, H/Si masses: -2.310 %
Morse depth: 3.3 eV
Anharmonic lowering, H: 85.2 cm^-1
Dipole layer: spacing 0.384 nm, charge 0.2 e
Triangular dipole sum: 11.034 (dimensionless)
Dipole coupling shift, H: +7.4 cm^-1
First-level Boltzmann factor at 600 K: 0.00604
Spring error equal to freezing H: 3.55 %
```
